# Phase estimation: outcome probabilities, the 4/π² bound and overlap weights: verification in Python

```python
# Result under test: phase estimation with M = 2**t readings gives
#   P(m) = sum_j w_j F(phi_j - m/M),  F(d) = sin(pi M d)^2 / (M sin(pi d))^2,
# where w_j is the squared overlap of the initial state with level j and
# exp(2 pi i phi_j) is the eigenvalue of U. For an eigenstate the nearest
# reading has probability >= 1/(M sin(pi/2M))^2 > 4/pi^2.
# Energies: U = exp(i (H - A) tau), tau = 2 pi / W, phi = (E - A)/W.
# The left side is always a gate-by-gate simulation of the circuit.
import numpy as np
from scipy.linalg import expm
from scipy.constants import physical_constants
from pyscf import gto, scf, fci, ao2mo

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10


def hadamard(state, axis):
    zero, one = np.take(state, 0, axis), np.take(state, 1, axis)
    return np.stack((zero + one, zero - one), axis) / np.sqrt(2)


def run_circuit(unitary, psi, t):
    """Return amplitudes[m, system index] after the inverse Fourier gates."""
    dim = len(psi)
    state = np.zeros((2,) * t + (dim,), complex)
    state[(0,) * t] = psi
    for axis in range(t):
        state = hadamard(state, axis)
    power = unitary.copy()
    for axis in reversed(range(t)):      # last axis is the lowest binary digit
        pick = [slice(None)] * (t + 1)
        pick[axis] = 1
        state[tuple(pick)] = state[tuple(pick)] @ power.T
        power = power @ power
    for axis in range(t):                # inverse quantum Fourier transform
        for done in range(axis):
            pick = [slice(None)] * (t + 1)
            pick[axis] = pick[done] = 1
            state[tuple(pick)] *= np.exp(-2j * np.pi / 2 ** (axis - done + 1))
        state = hadamard(state, axis)
    order = tuple(reversed(range(t))) + (t,)   # digits come out reversed
    return state.transpose(order).reshape(2 ** t, dim)


def readings(unitary, psi, t):
    return np.sum(abs(run_circuit(unitary, psi, t)) ** 2, axis=1)


def response(delta, M):
    delta = np.asarray(delta, float)
    s = np.sin(np.pi * delta)
    whole = abs(s) < 1e-13
    safe = np.where(whole, 1.0, s)
    return np.where(whole, 1.0, (np.sin(np.pi * M * delta) / (M * safe)) ** 2)


def circular(x, period=1.0):
    return abs((x + period / 2) % period - period / 2)


def tail_bound(D):
    return 0.5 * (1 / D + 1 / D ** 2)


# ---- One eigenstate: nearest reading and tails ----
print(f"4/pi^2 = {4 / np.pi ** 2:.6f}")
offsets = np.linspace(0, 0.5, 21)
for t in range(1, 9):
    M = 2 ** t
    lowest = 1.0
    for sign, m0 in ((1, M - 1), (-1, 0)):     # includes wrap-around cases
        near = []
        for x in offsets:
            U1 = np.array([[np.exp(2j * np.pi * (m0 + sign * x) / M)]])
            near.append(readings(U1, np.array([1.0]), t)[m0])
        near = np.array(near)
        assert np.all(np.diff(near) < 1e-12)
        assert near.min() > 4 / np.pi ** 2
        lowest = min(lowest, near.min())
    assert abs(lowest - 1 / (M * np.sin(np.pi / (2 * M))) ** 2) < 1e-11
    if t in (1, 2, 3, 6, 8):
        print(f"t = {t}: lowest nearest-reading probability = {lowest:.6f}")

for D in (2, 4, 8):
    worst = 0.0
    for phi in np.linspace(0.3, 0.3 + 1 / 64, 17):
        p = readings(np.array([[np.exp(2j * np.pi * phi)]]), np.array([1.0]), 6)
        distance = 64 * circular(phi - np.arange(64) / 64)
        worst = max(worst, p[distance >= D].sum())
    assert worst <= tail_bound(D)
    print(f"t = 6, error >= {D} spacings: largest probability found = "
          f"{worst:.4f}, bound = {tail_bound(D):.4f}")

# ---- H2 in a minimal basis, two-electron space ----
R = 1.5   # angstrom
mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R / BOHR_ANGSTROM)]],
            unit="Bohr", basis="sto-3g", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
C = mf.mo_coeff
h = C.T @ mf.get_hcore() @ C
eri = ao2mo.restore(1, ao2mo.kernel(mol, C), 2)   # (pq|rs)

lower, Z, I2 = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
a = []                                   # modes: g up, g down, u up, u down
for mode in range(4):
    op = np.eye(1)
    for k in range(4):
        op = np.kron(op, Z if k < mode else lower if k == mode else I2)
    a.append(op)
H = mol.energy_nuc() * np.eye(16)
for p in range(2):
    for q in range(2):
        for s in range(2):
            H += h[p, q] * a[2 * p + s].T @ a[2 * q + s]
            for r in range(2):
                for v in range(2):
                    for s2 in range(2):
                        H += 0.5 * eri[p, q, r, v] * (
                            a[2 * p + s].T @ a[2 * r + s2].T
                            @ a[2 * v + s2] @ a[2 * q + s])
number = sum(x.T @ x for x in a)
Sz = 0.5 * sum((-1) ** k * a[k].T @ a[k] for k in range(4))
Splus = a[0].T @ a[1] + a[2].T @ a[3]
S2 = Splus.T @ Splus + Sz @ (Sz + np.eye(16))
two = np.where(np.isclose(np.diag(number), 2))[0]
H, S2 = H[np.ix_(two, two)], S2[np.ix_(two, two)]
closed = (two == 0b1100).astype(float)   # g up, g down
opened = (two == 0b1001).astype(float)   # g up, u down

E, V = np.linalg.eigh(H)
groups = []
for k in range(len(E)):
    if groups and abs(E[k] - E[groups[-1][0]]) < 1e-8:
        groups[-1].append(k)
    else:
        groups.append([k])
level = np.array([E[g].mean() for g in groups]) * HARTREE_EV
projector = [V[:, g] @ V[:, g].T for g in groups]
spin2 = [np.trace(P @ S2) / len(g) for P, g in zip(projector, groups)]
assert abs(E[0] - fci.FCI(mf).kernel()[0]) < 1e-8
w_closed = np.array([closed @ P @ closed for P in projector])
w_open = np.array([opened @ P @ opened for P in projector])

print(f"H2, STO-3G, bond length = {R:.2f} angstrom")
print(f"Hartree-Fock energy = {mf.e_tot * HARTREE_EV:.4f} eV")
print(f"ground level = {level[0]:.4f} eV = {E[0]:.6f} hartree")
for j, g in enumerate(groups):
    print(f"level {j}: E = {level[j]:.4f} eV, states = {len(g)}, "
          f"<S^2> = {abs(spin2[j]):.3f}, weight in g-up g-down = "
          f"{w_closed[j]:.4f}, in g-up u-down = {w_open[j]:.4f}")

# The open-shell determinant is half triplet, half singlet, split by 2K.
used = np.where(w_open > 1e-8)[0]
assert len(used) == 2 and np.allclose(w_open[used], 0.5, atol=1e-8)
assert np.allclose([spin2[j] for j in used], [2, 0], atol=1e-8)
K = eri[0, 1, 0, 1] * HARTREE_EV
assert abs(level[used[1]] - level[used[0]] - 2 * K) < 1e-6
print(f"exchange integral K = {K:.4f} eV, singlet-triplet gap = "
      f"{level[used[1]] - level[used[0]]:.4f} eV")

# ---- Phase estimation of the energy ----
A, W, t = -30.0, 32.0, 6                 # eV, eV, register qubits
M = 2 ** t


def evolution(start, width):
    tau = 2 * np.pi / (width / HARTREE_EV)
    return expm(1j * (H - start / HARTREE_EV * np.eye(len(H))) * tau)


U = evolution(A, W)
spacing = W / M
assert level[0] > A + spacing / 2 and level[-1] < A + W - spacing / 2
grid = A + W * np.arange(M) / M
tau_ev = 2 * np.pi / W
print(f"window start = {A:.1f} eV, width = {W:.1f} eV, t = {t}, M = {M}, "
      f"spacing = {spacing:.3f} eV")
print(f"tau = {tau_ev:.5f} hbar/eV, total evolution time = "
      f"{(M - 1) * tau_ev:.4f} hbar/eV")

for name, psi, weight in (("g-up g-down", closed, w_closed),
                          ("g-up u-down", opened, w_open)):
    amplitudes = run_circuit(U, psi, t)
    P = np.sum(abs(amplitudes) ** 2, axis=1)
    formula = sum(w * response((e - A) / W - np.arange(M) / M, M)
                  for w, e in zip(weight, level))
    assert np.allclose(P, formula, atol=1e-10) and abs(P.sum() - 1) < 1e-10
    print(f"initial state {name}:")
    for j in np.where(weight > 1e-8)[0]:
        m = int(round((level[j] - A) / spacing)) % M
        F = float(response((level[j] - A) / W - m / M, M))
        assert P[m] >= weight[j] * 4 / np.pi ** 2
        after = np.vdot(amplitudes[m], projector[j] @ amplitudes[m]).real / P[m]
        assert abs(after - weight[j] * F / P[m]) < 1e-9
        print(f"  level {j}: nearest m = {m}, E_m = {grid[m]:.2f} eV, "
              f"F = {F:.4f}, weight*F = {weight[j] * F:.4f}, P(m) = {P[m]:.4f}, "
              f"weight after reading = {after:.5f}")
    if name == "g-up g-down":
        m = int(round((level[0] - A) / spacing))
        for k in range(m - 2, m + 3):
            print(f"  near ground level: E_m = {grid[k]:.2f} eV, "
                  f"P(m) = {P[k]:.4f}")

# Phases of the expansion coefficients do not influence the readings.
rng = np.random.default_rng(3)
c = rng.normal(size=6) + 1j * rng.normal(size=6)
c /= np.linalg.norm(c)
twisted = c * np.exp(2j * np.pi * rng.random(6))
assert np.allclose(readings(U, V @ c, t), readings(U, V @ twisted, t), atol=1e-10)

# Probability summed over a fixed energy interval approaches the weight.
half_width = 1.0                         # eV
for j in np.where(w_closed > 1e-8)[0][1:]:
    assert circular(level[j] - level[0], W) >= 2 * half_width
for bits in (6, 8, 10):
    size = 2 ** bits
    P = readings(U, closed, bits)
    energies = A + W * np.arange(size) / size
    inside = P[circular(energies - level[0], W) <= half_width].sum()
    bound = tail_bound(half_width * size / W)
    assert abs(inside - w_closed[0]) <= bound
    print(f"t = {bits}: probability within {half_width:.1f} eV of ground level = "
          f"{inside:.4f}, weight = {w_closed[0]:.4f}, allowed gap = {bound:.4f}")

# A window that is too narrow returns the top level shifted by its width.
narrow = 16.0                            # eV
assert A + narrow < level[-1] < A + 2 * narrow
P = readings(evolution(A, narrow), V[:, -1], t)
false_reading = A + narrow * np.argmax(P) / M
assert circular(false_reading - (level[-1] - narrow), narrow) <= narrow / M / 2 + 1e-9
print(f"width {narrow:.1f} eV: level {level[-1]:.4f} eV is most often read as "
      f"{false_reading:.2f} eV")

print("all assertions hold")
```

Output:

```
4/pi^2 = 0.405285
t = 1: lowest nearest-reading probability = 0.500000
t = 2: lowest nearest-reading probability = 0.426777
t = 3: lowest nearest-reading probability = 0.410533
t = 6: lowest nearest-reading probability = 0.405366
t = 8: lowest nearest-reading probability = 0.405290
t = 6, error >= 2 spacings: largest probability found = 0.0989, bound = 0.3750
t = 6, error >= 4 spacings: largest probability found = 0.0497, bound = 0.1562
t = 6, error >= 8 spacings: largest probability found = 0.0239, bound = 0.0703
H2, STO-3G, bond length = 1.50 angstrom
Hartree-Fock energy = -24.7861 eV
ground level = -27.1610 eV = -0.998149 hartree
level 0: E = -27.1610 eV, states = 1, <S^2> = 0.000, weight in g-up g-down = 0.8737, in g-up u-down = 0.0000
level 1: E = -24.2340 eV, states = 3, <S^2> = 2.000, weight in g-up g-down = 0.0000, in g-up u-down = 0.5000
level 2: E = -11.7421 eV, states = 1, <S^2> = 0.000, weight in g-up g-down = 0.0000, in g-up u-down = 0.5000
level 3: E = -8.3591 eV, states = 1, <S^2> = 0.000, weight in g-up g-down = 0.1263, in g-up u-down = 0.0000
exchange integral K = 6.2460 eV, singlet-triplet gap = 12.4920 eV
window start = -30.0 eV, width = 32.0 eV, t = 6, M = 64, spacing = 0.500 eV
tau = 0.19635 hbar/eV, total evolution time = 12.3700 hbar/eV
initial state g-up g-down:
  level 0: nearest m = 6, E_m = -27.00 eV, F = 0.7022, weight*F = 0.6135, P(m) = 0.6135, weight after reading = 0.99997
  level 3: nearest m = 43, E_m = -8.50 eV, F = 0.7647, weight*F = 0.0966, P(m) = 0.0968, weight after reading = 0.99830
  near ground level: E_m = -28.00 eV, P(m) = 0.0227
  near ground level: E_m = -27.50 eV, P(m) = 0.1385
  near ground level: E_m = -27.00 eV, P(m) = 0.6135
  near ground level: E_m = -26.50 eV, P(m) = 0.0365
  near ground level: E_m = -26.00 eV, P(m) = 0.0119
initial state g-up u-down:
  level 1: nearest m = 12, E_m = -24.00 eV, F = 0.4579, weight*F = 0.2289, P(m) = 0.2291, weight after reading = 0.99939
  level 2: nearest m = 37, E_m = -11.50 eV, F = 0.4313, weight*F = 0.2157, P(m) = 0.2158, weight after reading = 0.99938
t = 6: probability within 1.0 eV of ground level = 0.8111, weight = 0.8737, allowed gap = 0.3750
t = 8: probability within 1.0 eV of ground level = 0.8600, weight = 0.8737, allowed gap = 0.0703
t = 10: probability within 1.0 eV of ground level = 0.8725, weight = 0.8737, allowed gap = 0.0161
width 16.0 eV: level -8.3591 eV is most often read as -24.25 eV
all assertions hold
```
